# Six-Band Acceptor Levels on a Logarithmic Momentum Grid

Whoever computes an acceptor level in silicon from an envelope expanded in partial waves must decide whether the split-off valence band can be left out, and at which partial wave the expansion may stop. For the silicon-like model below, the first choice moves the ground binding energy from 32 to 43 meV, and stopping at $l=2$ loses 7 meV. To settle both questions, the numerical error must be well below these differences. The obstacle is the Coulomb interaction, which is singular in momentum space. The method is built first on hydrogen, where each piece can be checked by hand.

## Hydrogen: one band, one partial wave

The transform of $1/r$ is $4\pi/q^2$. With envelopes normalized over $d^3k$, a potential $-C/r$ therefore acts as

$$(V\phi)(\mathbf k)=-\frac{C}{2\pi^2}\int d^3k'\,\frac{\phi(\mathbf k')}{|\mathbf k-\mathbf k'|^2}.$$

Put $\phi=F(k)Y_{lm}$ and $|\mathbf k-\mathbf k'|^2=2kk'(z-x)$, where $x$ is the cosine of the angle between the momenta and $z=(k^2+k'^2)/(2kk')$. The expansion $1/(z-x)=\sum_l(2l+1)Q_l(z)P_l(x)$, with $Q_l$ the Legendre function of the second kind, and the addition theorem turn the angular integral into $2\pi Q_l(z)/(kk')$. Hence

$$(VF)(k)=-\frac{C}{\pi k}\int_0^\infty dk'\,k'\,Q_l(z)\,F(k').$$

For $l=0$, $Q_0=\ln|(k+k')/(k-k')|$. In atomic units ($C=1$) the 1s function is $F=(1+k^2)^{-2}$ up to a factor. To verify it, write $k'/(1+k'^2)^2=-\tfrac12\,d(1+k'^2)^{-1}/dk'$ and integrate by parts. The boundary terms vanish because the logarithm is zero at $k'=0$ and at infinity:

$$\int_0^\infty\!\frac{k'Q_0\,dk'}{(1+k'^2)^2}
=\mathrm{P}\!\!\int_0^\infty\!\frac{k\,dk'}{(1+k'^2)(k^2-k'^2)}
=\frac{k}{1+k^2}\left[\int_0^\infty\!\frac{dk'}{1+k'^2}+\mathrm{P}\!\!\int_0^\infty\!\frac{dk'}{k^2-k'^2}\right].$$

The first integral in the bracket is $\pi/2$ and the second, a principal value, is zero. So $VF=-\tfrac12(1+k^2)^{-1}$, while $\tfrac12k^2F+\tfrac12F=\tfrac12(1+k^2)^{-1}$. The two cancel, which confirms $E=-\tfrac12$ hartree.

Now set $k=e^t$ and $v=k^{3/2}F$, so that $\int F^2k^2dk=\int v^2dt$. Since $dk'=k'dt'$ and $z=\cosh(t-t')$,

$$(Vv)(t)=-\frac{C}{\pi}k^{1/2}\int dt'\,Q_l(\cosh(t-t'))\,k'^{1/2}v(t').$$

The interaction has become a convolution, and a convolution is fixed by the Fourier transform of its kernel. For $l=0$ the kernel is $-\ln\tanh(|t|/2)=2\sum_{n\,\rm odd}e^{-n|t|}/n$. Integrating term by term,

$$s_0(\nu)=\int dt\,Q_0(\cosh t)\,e^{i\nu t}=4\sum_{n\,\rm odd}\frac1{n^2+\nu^2}=\frac{\pi}{\nu}\tanh\frac{\pi\nu}{2}.$$

The logarithmic singularity at $t=0$ survives only as a slow $1/|\nu|$ tail. At $\nu=0$ the value is $\pi^2/2=4.9348$.

On a grid $t_j$ with step $h$, interpolate $g=k^{1/2}v$ by sinc functions. Each has the Fourier transform $h$ for $|\nu|<\pi/h$ and zero outside. The potential matrix is then

$$V_{ij}=-\frac{C}{\pi}\sqrt{k_ik_j}\,W_l(i-j),\qquad
W_l(n)=\frac{h}{2\pi}\int_{-\pi/h}^{\pi/h}d\nu\,s_l(\nu)\,e^{i\nu nh}.$$

The diagonal element is finite, and no singular value is ever evaluated. The kinetic energy is diagonal, $k_i^2/2$.

The step needed can be estimated beforehand. The 1s function has its poles at $k^2=-1$, that is at $\mathrm{Im}\,t=\pm\pi/2$, so its Fourier transform falls as $e^{-\pi|\nu|/2}$, apart from powers of $\nu$. At the cutoff $\pi/h$ this gives $e^{-\pi^2/2h}$, and halving $h$ squares this small factor.

Two simpler rules serve for comparison, both using $hQ_0$ off the diagonal. One sets the diagonal weight to zero. The other chooses it so that all weights sum to $s_0(0)$, which amounts to subtracting $g(t)$ from $g(t')$ under the integral. What remains near $s=t'-t=0$ behaves as $s\ln|s|$, which cancels between the two sides, and $s^2\ln|s|$, which by scaling $s$ with $h$ leaves an error of order $h^3$. At $h=0.4$, on a grid from $k=10^{-3}$ to $10^{3}$, the errors of the 1s energy are

- singular point dropped: $0.30$ hartree;
- subtraction: $4.3\times10^{-4}$ hartree;
- weights from the symbol: $4\times10^{-9}$ hartree.

At $h=0.2$ subtraction gives $5.3\times10^{-5}$ hartree, smaller by a factor of 8.1, close to the $2^3$ expected. The symbol weights are already near the floor set by the ends of this grid: at $h=0.2$ their error stays at $2.5\times10^{-9}$ hartree, and it falls to about $10^{-14}$ only when the range is widened to $10^{-6}$–$10^{6}$.

## The symbol for every partial wave

For general $l$, let $1/r$ act on a power, $F=k^{-2+i\nu}$. Radial functions in the two spaces are linked by $\sqrt{2/\pi}\int k^2j_l(kr)F\,dk$ and its inverse, with phases $i^l$ and $(-i)^l$ whose product is one. The integral needed is

$$I_\mu=\int_0^\infty x^\mu j_l(x)\,dx=2^{\mu-1}\sqrt\pi\,\frac{\Gamma((l+1+\mu)/2)}{\Gamma((l+2-\mu)/2)}.$$

Going to real space gives $\sqrt{2/\pi}\,I_{i\nu}\,r^{-1-i\nu}$. Division by $r$ and the way back give $(2/\pi)I_{i\nu}I_{-i\nu}\,k^{-1+i\nu}$. The convolution form of the same operation is $s_l(\nu)k^{-1+i\nu}/\pi$. Equating the two, and using $|2^{i\nu}|=1$,

$$s_l(\nu)=2|I_{i\nu}|^2=\frac{\pi}{2}\left|\frac{\Gamma((l+1+i\nu)/2)}{\Gamma((l+2+i\nu)/2)}\right|^2 .$$

At $\nu=0$ this gives 4.9348, 2.0000 and 1.2337 for $l=0,1,2$. The first agrees with the series above, and direct quadrature of the kernels agrees with all three to $2\times10^{-7}$.

## Six bands

Count hole energies upward from the valence edge, so that a bound level has $E<0$ and binding energy $-E$. With $T_0=\hbar^2/2m_0$ and orbitals $X,Y,Z$, the kinetic matrix divided by $T_0$ has the elements

$$(\gamma_1-2\gamma_2)k^2+6\gamma_2k_a^2\ \text{(diagonal)},\qquad 6\gamma_3k_ak_b\ \text{(off-diagonal)}.$$

Spin-orbit coupling adds $\Delta(1-2\mathbf L\cdot\mathbf S)/3$. Since $\mathbf L\cdot\mathbf S$ is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$, this is 0 for the upper valence bands and $\Delta$ for the split-off band. The Coulomb strength is $C=e^2/(4\pi\varepsilon_0\varepsilon)$. The model assumes static screening, a point charge and purely quadratic band terms.

To use spherical harmonics, write the orbital matrices through the band angular momentum. From $(L_a)_{bc}=-i\epsilon_{abc}$ one finds $(L_aL_b)_{cd}=\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc}$. Hence $1-L_a^2$ projects on orbital $a$, and $-(L_aL_b+L_bL_a)$ exchanges orbitals $a$ and $b$.

The direction cosines $n_a=k_a/k$ act on the envelope. The element of $n_z$ between $l$ and $l-1$ is $\sqrt{(l^2-m^2)/(4l^2-1)}$, and $n_x+in_y=[n_z,\Lambda_+]$, where $\Lambda$ is the envelope angular momentum. Products of two cosines couple $l$ to $l$ and $l\pm2$, so even and odd $l$ separate.

The band structure shows in advance where high $l$ will be needed. Along [110] at large $k$, where $\Delta$ is negligible, the orbital $(X-Y)/\sqrt2$ has the coefficient

$$\frac{E}{T_0k^2}=(\gamma_1-2\gamma_2)+3\gamma_2-3\gamma_3=\gamma_1+\gamma_2-3\gamma_3 .$$

At small $k$ only $j=\tfrac32$ matters. Let $Q$ be the traceless part of the $3\times3$ orbital matrix at $k=1$. Its projection on $j=\tfrac32$ is traceless with doubly degenerate levels, hence $\pm q$. Rotational invariance makes $q^2$ proportional to $\mathrm{tr}\,Q^2$. Along [001], $Q=\mathrm{diag}(-2\gamma_2,-2\gamma_2,4\gamma_2)$. The states $m_j=\pm\tfrac32$ contain only $X$ and $Y$, so their level is $-2\gamma_2$ and $q=2|\gamma_2|$, which fixes $q^2=\mathrm{tr}\,Q^2/6$. Along [110], $\mathrm{tr}\,Q^2=6\gamma_2^2+18\gamma_3^2$, so the lowest coefficient is $\gamma_1-\sqrt{\gamma_2^2+3\gamma_3^2}$.

For $\gamma=(4.3,\,0.35,\,1.45)$ the coefficient falls from 1.764 at small $k$ to 0.300 at large $k$. Along [100] it stays at 3.600. The model requires $\gamma_1+\gamma_2-3\gamma_3>0$; with a negative value the kinetic energy would have no lower bound.

## Labels from tetrahedral projectors

Write each element of the tetrahedral group $T_d$ as a rotation $R$ by an angle $\theta$, with sign $p=+1$, or as such a rotation times inversion, with $p=-1$. Inversion multiplies $Y_{lm}$ by $(-1)^l$, the $p$-like Bloch orbitals by $-1$ and spin by $+1$. The full representation is therefore

$$D=p^{\,l+1}\,D_l(R)\otimes D_1(R)\otimes D_{1/2}(R).$$

The characters are $\chi_6=2\cos(\theta/2)$ for $\Gamma_6$, $\chi_7=p\,\chi_6$ for $\Gamma_7$ and $\chi_8=\chi_E\,\chi_6$ for $\Gamma_8$. Here $\chi_E$ is 2 for the identity and the twofold rotations, $-1$ for the threefold ones and 0 for improper elements. The projectors are

$$P_\Gamma=\frac{d_\Gamma}{24}\sum_g\chi_\Gamma(g)^*D(g),\qquad d_\Gamma=2,2,4 .$$

The sum over 24 elements suffices for the double group: a further turn by $2\pi$ reverses the sign of both $\chi$ and $D$.

The case $l=0$, with six states, can be done by hand. The trace of $D$ is 6 for the identity. It vanishes for threefold elements, because $1+2\cos120^\circ=0$, and for all rotations by $180^\circ$, because $\cos90^\circ=0$. For the six improper elements with $\theta=90^\circ$ or $270^\circ$ it is $\mp\sqrt2$, while $\chi_6=\pm\sqrt2$ and $\chi_7=\mp\sqrt2$. The multiplicities are

$$n_6=\frac{12-12}{24}=0,\qquad n_7=\frac{12+12}{24}=1,\qquad n_8=\frac{24}{24}=1 .$$

The quartet is the $j=\tfrac32$ valence top and the doublet is the split-off state.

For $l=1$ the prefactor is $+1$ and there are 18 states. The same count gives $n_6=(36+12)/24=2$, $n_7=(36-12)/24=1$ and $n_8=72/24=3$, and indeed $2\cdot2+2+3\cdot4=18$.

A rotation by $90^\circ$ about $z$ multiplies a state by $e^{-i\pi m_J/2}$, so the total $m_J$ is conserved modulo 4. The four partners of $\Gamma_8$ have different values of $m_J$ modulo 4, and so do the two partners of $\Gamma_6$ or $\Gamma_7$. Keeping one value that occurs among the partners leaves one copy of each level; for $\Gamma_6$ and $\Gamma_7$ the values that occur depend on the parity of $l$.

## The general procedure

1. Choose a grid $k_j=k_{\min}e^{jh}$ with $j=0,1,2,\dots$, and compute $W_l(n)$ from $s_l$.
2. Build the band and envelope matrices for one parity of $l$.
3. Fix $m_J$ modulo 4, diagonalize $P_\Gamma$ within each $l$, and keep the vectors with eigenvalue 1.
4. Assemble the blocks $D_l$, diagonal in $l$, and $C_l$, which link $l$ to $l+2$. Choose $\sigma$ below the ground level and eliminate upward in $l$:

$$S_{l+2}=D_{l+2}-\sigma-C_l^{T}S_l^{-1}C_l ,$$

starting from $S=D-\sigma$ at the lowest $l$.

5. Use the factors to apply $(H-\sigma)^{-1}$ in a Lanczos iteration. Its largest eigenvalues $\mu$ give the lowest levels, $E=\sigma+1/\mu$.

Elimination avoids one large dense matrix. For $l\le4$ it reproduces dense diagonalization to $10^{-9}$ meV.

## A silicon-like acceptor

Take the $\gamma$ values above, $\Delta=44$ meV and $\varepsilon=11.7$, all rough values typical of silicon. Then $T_0=38.10$ meV nm² and $C=123.07$ meV nm. The grid has 28 points between 0.003 and 150 nm⁻¹ with $h=0.4$. The ground level is a $\Gamma_8$ quartet of even parity:

| largest $l$ | binding (meV) |
|---|---|
| 2 | 35.465 |
| 4 | 40.093 |
| 8 | 42.242 |
| 12 | 42.522 |
| 16 | 42.558 |
| 20 | 42.563 |

A separate variational calculation with Gaussians and Cartesian orbitals, restricted to $l\le2$, also gives 35.465 meV. The last step in the table changes the binding by 0.005 meV.

The mean energies can be checked by stretching the envelope. Scaling momenta by $\lambda$ gives $E(\lambda)=\lambda^2\langle T\rangle+\lambda\langle V\rangle+\langle H_\Delta\rangle$, where $H_\Delta$ is the spin-orbit term. Stationarity at $\lambda=1$ requires $2\langle T\rangle+\langle V\rangle=0$. The computed values are $\langle T\rangle=45.955$ and $\langle V\rangle=-91.911$ meV, which satisfy this to the last digit but one. Adding $\langle H_\Delta\rangle=3.393$ meV gives $E=-42.563$ meV. The split-off weight is $3.393/44=7.7\%$.

With all other parameters fixed, the simpler models bind as follows. The spherical ones replace $\gamma_2$ and $\gamma_3$ by $(2\gamma_2+3\gamma_3)/5=1.01$.

| model | spherical (meV) | cubic (meV) |
|---|---|---|
| four bands | 28.98 | 31.88 |
| six bands | 30.86 | 42.56 |

The split-off band adds 1.9 meV in the spherical model but 10.7 meV in the cubic one, so the two corrections are far from additive. The band coefficients suggest why. In the spherical model the lowest coefficient is $\gamma_1-2\bar\gamma=2.28$ at both small and large $k$, with $\bar\gamma=1.01$. In the cubic model it falls toward 0.30 along [110] as $T_0k^2$ grows beyond $\Delta$, so large momentum in that direction costs little. This reading fits the slow convergence in $l$, but it was not isolated in a separate calculation.

The lowest odd-parity levels found in each symmetry, with $l\le17$, are

| label | binding (meV) | excitation from ground (meV) |
|---|---|---|
| $\Gamma_8$ | 14.81 | 27.75 |
| $\Gamma_8$ | 10.92 | 31.64 |
| $\Gamma_8$ | 7.06 | 35.51 |
| $\Gamma_6$ | 5.68 | 36.88 |
| $\Gamma_7$ | 5.68 | 36.88 |
| $\Gamma_7$ | 3.29 | 39.27 |

Only the three deepest $\Gamma_8$, the two deepest $\Gamma_7$ and the deepest $\Gamma_6$ levels were computed. The table is therefore not a complete spectrum: further levels, among them other quartets, are bound more deeply than its last row.

The upper $\Gamma_6$ and $\Gamma_7$ levels differ by only 0.001 to 0.002 meV, while raising the largest $l$ from 13 to 17 still moves some odd level by 0.009 meV. Their order is therefore unresolved. By energy alone they would pass for one fourfold level; the projectors show two doublets. In an unprojected calculation with $l=1,3$, each of the four lowest levels has weight 1.0000 in a single representation and the matching degeneracy. The labels presuppose tetrahedral symmetry: uniaxial strain does not commute with $P_{\Gamma_8}$.

## What the model leaves out

Boron in silicon is bound by roughly 45 meV, and aluminium, gallium and indium lie deeper. The closeness to 42.6 meV is no confirmation, because the model has no chemical core and its neglected terms are not small on this scale.

Near the nucleus the charge is incompletely screened. Model this by an extra attraction $-(C_0-C)e^{-r/a}/r$, with $C_0=\varepsilon C$ and the Thomas–Fermi length $a=0.048$ nm of the valence electrons. Its volume integral is $-4\pi a^2(C_0-C)$. With the central density 0.175 nm⁻³ from the solution with $l\le20$, about 1% too low because the momentum grid ends at 150 nm⁻¹, first order adds about 6.6 meV of binding if the extra attraction is treated as a contact term of this strength. A variational solution with the full $e^{-r/a}/r$, but restricted to $l\le2$, adds 4.8 meV. Both figures are too small. With $l\le10$ the full extra attraction adds about 16 meV (about 17 meV with $l\le18$), while its first-order value there is only 5.6 meV. Most of the effect thus comes from the response of the envelope, which neither first order nor a solution with $l\le2$ describes. Even the larger value shows only the size of the effect in this simple core model and is not a prediction for one element. The core scale $1/a\approx21$ nm⁻¹ lies beyond the zone boundary at $2\pi/(0.54\ \text{nm})=11.6$ nm⁻¹, and with the core about 15% of the kinetic energy comes from beyond that boundary, where quadratic bands have no meaning.

The quadratic band form is a more delicate assumption. The mean kinetic energy is 1.4% of a rough 3.4 eV distance to remote bands, which looks harmless. But the coefficient 0.30 is the difference of 4.65 and 4.35. A 1.4% change in the second term alone would shift it by 0.06, a fifth of its value. Raising $\gamma_3$ by 1.4% at all $k$ deepens the binding by about 1.9 meV (with $l\le10$); the actual non-quadratic correction was not computed. The decimals above therefore measure numerical convergence, not knowledge of silicon.

The conditions of use set further limits. At 300 K the thermal energy is 25.9 meV, and the binding is only 1.6 times larger. In a field $\mathcal E$ the barrier top lies at $-2\sqrt{Ce\mathcal E}$; it reaches the level at $e\mathcal E=E^2/4C$, or 0.037 MV/cm, and tunnelling can ionize the acceptor below that, and at low temperature impact by accelerated holes does so at much lower fields. The radius $1/\langle1/r\rangle=C/|\langle V\rangle|$ is 1.34 nm. A spacing of four such radii corresponds to $6.5\times10^{18}$ cm⁻³, a rough density above which isolated levels are no longer a sound starting point. It is not a safe limit: boron-doped silicon is already metallic above about $4\times10^{18}$ cm⁻³, and interaction between acceptors matters well below that. The remaining numerical values are in the output that follows.

## Values computed for the example and the checks

```
Inputs: gamma1, gamma2, gamma3 = (4.3, 0.35, 1.45) (rough, silicon-like)
Inputs: splitting 44.0 meV, eps 11.7, lattice constant 0.54 nm
hbar^2/2m0 = 38.100 meV nm^2; C = 123.07 meV nm
Grid: k = 0.003 to 150.0 1/nm, step h = 0.4, 28 points
Symbol at nu=0 for l=0,1,2: 4.93480 2.00000 1.23370
Symbol against quadrature, largest error: 2.2e-07
Hydrogen 1s,2s,2p,3d at h=0.4, largest error: 1.9e-07 hartree
Hydrogen 1s error, symbol weights, h=0.4: 3.6e-09 hartree
Hydrogen 1s error, subtraction, h=0.4: 4.26e-04 hartree
Hydrogen 1s error, subtraction, h=0.2: 5.28e-05 hartree
Hydrogen 1s error, singular point dropped, h=0.4: 2.97e-01 hartree
Lowest band E/(T0 k^2) along (1, 0, 0): small k 3.600, large k 3.600
Lowest band E/(T0 k^2) along (1, 1, 0): small k 1.764, large k 0.300
Commutator of G8 projector with uniaxial strain: 0.471
Scale C^2/(4 T0 gamma1) = 23.114 meV; length 2.662 nm
Elimination against dense diagonalization: 8.2e-10 meV
Six-band ground binding, l up to 2: 35.465 meV
Six-band ground binding, l up to 4: 40.093 meV
Six-band ground binding, l up to 8: 42.242 meV
Six-band ground binding, l up to 12: 42.522 meV
Six-band ground binding, l up to 16: 42.558 meV
Six-band ground binding, l up to 20: 42.563 meV
Gaussian variational binding, l up to 2: 35.465 meV
Change on finer, wider grid: 5.0e-05 meV
Spherical average of gamma2 and gamma3: 1.010
Ground binding, four-band spherical: 28.979 meV
Ground binding, four-band cubic: 31.879 meV
Ground binding, six-band spherical: 30.863 meV
Ground binding, six-band cubic: 42.563 meV = 0.04256 eV
Ground means: kinetic 45.955, Coulomb -91.911, split-off 3.393 meV
Ground split-off weight: 7.71 %
Ground weights of l=0,2,4: 75.81, 18.60, 4.07 %
Ground radius 1/<1/r>: 1.339 nm; density at centre 0.1754 1/nm^3
Odd levels: change from l up to 13 to l up to 17: 9.0e-03 meV
Odd level G8: binding 14.811 meV, excitation energy 27.752 meV
Odd level G8: binding 10.922 meV, excitation energy 31.641 meV
Odd level G8: binding 7.055 meV, excitation energy 35.508 meV
Odd level G7: binding 5.683 meV, excitation energy 36.880 meV
Odd level G7: binding 3.293 meV, excitation energy 39.270 meV
Odd level G6: binding 5.684 meV, excitation energy 36.878 meV
Unprojected odd problem (l=1,3), projector weights G6 G7 G8:
  binding 13.063 meV, degeneracy 4, weights 0.0000 0.0000 1.0000
  binding 9.404 meV, degeneracy 4, weights 0.0000 0.0000 1.0000
  binding 5.923 meV, degeneracy 4, weights 0.0000 0.0000 1.0000
  binding 5.475 meV, degeneracy 2, weights 0.0000 1.0000 0.0000
Unprojected against block energies: 8.9e-10 meV
Core: Thomas-Fermi length 0.0478 nm
Core: added binding, first order 6.63 meV, variational (l<=2) 4.80 meV
Core: weak-strength slope over contact formula (l<=2): 0.899
Weight beyond k = 1.16 1/nm: 28.02 %
Kinetic energy over rough remote-band distance 3.4 eV: 1.35 %
Thermal energy at 300 K: 25.85 meV; binding over it 1.65
Over-barrier ionizing field: 0.0368 MV/cm
Density with spacing of four radii: 6.51e+18 cm^-3
```
